# Tensile pressure and interface compression in viscous oxide around a silicon cylinder

## 1. What symmetry and dimensions fix

A long silicon cylinder of radius $a$ is being oxidized. Its oxide shell reaches out to radius $b$. New oxide forms at the silicon surface, takes more room than the silicon it replaces, and pushes the older oxide outward. At the growth temperature the oxide is treated as an incompressible Newtonian liquid of constant viscosity $\eta$. There is no flow along the axis, and inertia and weight are neglected.

Axial symmetry leaves a radial velocity $v(r)$. Incompressibility requires the same oxide area per second to cross every circle:

$$2\pi r\,v(r)=\text{const}\quad\Rightarrow\quad v=\frac{C}{r}.$$

The silicon radius enters this flow through the constant $C$ alone, whose unit is length squared per time. If the outer surface is free of traction, the stress can depend on $\eta$, $C$, $b$ and $r$. A viscous stress is linear in the velocity, so

$$p(r)=\frac{\eta C}{b^2}\,f\!\left(\frac rb\right).$$

The force balance must supply the function $f$. It turns out to be the constant $-2$.

Tensile stress is counted positive. Pressure means minus the average of the three normal stresses,

$$p=-\tfrac13(\sigma_{rr}+\sigma_{\theta\theta}+\sigma_{zz}),$$

so tensile pressure means $p<0$. Pressure in this sense differs from the normal traction on a particular surface, and the result rests on that difference.

## 2. Simplest case: given flow, free outer surface

A ring of radius $r$ has length $2\pi r$ and moves outward at speed $v$. The strain rates are therefore

$$e_{rr}=\frac{dv}{dr}=-\frac{C}{r^2},\qquad
e_{\theta\theta}=\frac vr=\frac{C}{r^2},\qquad e_{zz}=0.$$

Their sum vanishes, as incompressibility demands. For $C>0$ each ring is stretched along its circumference and thinned along the radius. The Newtonian law $\sigma_{ij}=-p\,\delta_{ij}+2\eta e_{ij}$ gives

$$\sigma_{rr}=-p-\frac{2\eta C}{r^2},\qquad
\sigma_{\theta\theta}=-p+\frac{2\eta C}{r^2},\qquad
\sigma_{zz}=-p.$$

For the force balance, take a sector of angle $d\theta$ between $r$ and $r+dr$. The radial tractions contribute the outward force $d(r\sigma_{rr})\,d\theta$. The hoop stresses on the two flat sides are slightly inclined to each other and pull inward with $\sigma_{\theta\theta}\,dr\,d\theta$. Hence

$$\frac{d(r\sigma_{rr})}{dr}=\sigma_{\theta\theta}
\quad\Leftrightarrow\quad
\frac{d\sigma_{rr}}{dr}=\frac{\sigma_{\theta\theta}-\sigma_{rr}}{r}. \tag{1}$$

Insert the stresses. The left side is $-dp/dr+4\eta C/r^3$, because the derivative of $-2\eta C/r^2$ is $+4\eta C/r^3$. The right side is $4\eta C/r^3$. The viscous terms cancel:

$$\frac{dp}{dr}=0.$$

The pressure is uniform although the stress is not. The free surface fixes its value:

$$0=\sigma_{rr}(b)=-p-\frac{2\eta C}{b^2}
\quad\Rightarrow\quad p=-\frac{2\eta C}{b^2}. \tag{2}$$

For outward flow this is negative, so the pressure is tensile. Substitution gives the stress field

$$\sigma_{rr}=2\eta C\left(\frac1{b^2}-\frac1{r^2}\right),\quad
\sigma_{\theta\theta}=2\eta C\left(\frac1{b^2}+\frac1{r^2}\right),\quad
\sigma_{zz}=\frac{2\eta C}{b^2}. \tag{3}$$

At the silicon surface $r=a<b$, so $\sigma_{rr}(a)<0$ and the interface is under normal compression.

**How both signs coexist.** At the free surface the oxide is being thinned radially, which by itself would give the radial stress $-2\eta C/b^2$. The surface can carry no traction, so a tensile mean stress $+2\eta C/b^2$ must cancel it. The force balance carries this mean stress unchanged through the shell. The thinning rate, however, grows inward as $1/r^2$. At the interface the compressive viscous part $-2\eta C/a^2$ outweighs the tensile mean.

**Limit of a thin shell.** Put $b=a+h$ with $h\ll a$. Then $1/b^2-1/a^2\simeq-2h/a^3$, and

$$\sigma_{rr}(a)\simeq-\frac{4\eta Ch}{a^3},\qquad
\sigma_{\theta\theta}\simeq\frac{4\eta C}{a^2},\qquad
\sigma_{rr}(a)\simeq-\frac ha\,\sigma_{\theta\theta}.$$

The last relation is that of a thin hoop under tension squeezing what it encloses.

**Limit of a thick shell.** For $b\to\infty$ at fixed $C$ and $a$, the pressure tends to zero and $\sigma_{rr}(a)\to-2\eta C/a^2$. The tensile pressure needs a free surface at finite distance.

## 3. The flow constant from the growth rate

Let $u$ be the speed at which the silicon surface recedes, and let one volume of silicon yield $\beta$ volumes of oxide. In a time $dt$ the silicon surface moves inward by $u\,dt$, while the oxide that touched it moves outward by $v(a)\,dt$. New oxide of thickness $\beta u\,dt$ fills the gap:

$$v(a)+u=\beta u\quad\Rightarrow\quad v(a)=(\beta-1)u,\qquad C=(\beta-1)ua. \tag{4}$$

The silicon's own volume is vacated, so the excess $\beta-1$ drives the flow.

Area counting gives the same result without using an interface velocity. A marker left in the oxide when the silicon radius was $a_m$ encloses all oxide formed since then:

$$r^2-a^2=\beta(a_m^2-a^2).$$

Differentiate with $da/dt=-u$. This gives $2r\dot r=2(1-\beta)a\dot a=2(\beta-1)ua$, hence $\dot r=C/r$.

**Example.** Take $a=200$ nm, $b=300$ nm, $u=0.020$ nm/s and $\eta=2.0\times10^{11}$ Pa s at 1473 K. The densities 2.33 g/cm³ for silicon and 2.20 g/cm³ for oxide, with the molar masses, give $\beta=2.266$. Then

$$v(a)=1.266\times0.020=0.0253\ \text{nm/s},\qquad C=5.06\ \text{nm}^2/\text{s}.$$

The outer surface moves at $C/b=0.0169$ nm/s. The marker formula with $r=b$ gives the radius of the originally bare silicon,

$$a_0=\sqrt{a^2+(b^2-a^2)/\beta}=249.1\ \text{nm},$$

so at constant $u$ the growth has lasted about 2460 s. A real oxide grows faster while it is thin, so the actual time would be shorter.

Equation (2) now gives

$$p=-\frac{2(2.0\times10^{11})(5.06\times10^{-18})}{(3.0\times10^{-7})^2}\ \text{Pa}=-22.5\ \text{MPa}.$$

At the interface the viscous radial part is $-50.6$ MPa, so

$$\sigma_{rr}(a)=22.5-50.6=-28.1\ \text{MPa}.$$

The three normal stresses, in MPa, are:

- At 200 nm: radial $-28.1$, hoop $73.1$, axial $22.5$.
- At 250 nm: radial $-9.9$, hoop $54.9$, axial $22.5$.
- At 300 nm: radial $0$, hoop $45.0$, axial $22.5$.

Each set averages to $+22.5$ MPa.

**Limit of a wide cylinder.** With $h$ and $u$ fixed, (2) and (4) give $p\simeq-2\eta(\beta-1)u/a$ and $\sigma_{rr}(a)\simeq-4\eta(\beta-1)uh/a^2$. Both vanish as the surface becomes flat, the interface stress faster. For $a=2000$ nm and the same 100 nm of oxide, the pressure is $-4.6$ MPa and the interface stress $-0.47$ MPa.

## 4. Force and energy balances

Integrate the first form of (1) from $a$ to $b$ with $\sigma_{rr}(b)=0$:

$$-a\,\sigma_{rr}(a)=\int_a^b\sigma_{\theta\theta}\,dr.$$

The compressed interface is held by hoop tension. Here the left side is $200\ \text{nm}\times28.1\ \text{MPa}=5.6$ N/m, and numerical integration of the hoop stress gives 5.6 N/m.

The power delivered at the interface, per unit length, is traction times speed times circumference:

$$-\sigma_{rr}(a)\,v(a)\,2\pi a
=4\pi\eta C^2\left(\frac1{a^2}-\frac1{b^2}\right).$$

The dissipation density is $2\eta(e_{rr}^2+e_{\theta\theta}^2)=4\eta C^2/r^4$. Its integral is

$$\int_a^b\frac{4\eta C^2}{r^4}\,2\pi r\,dr
=8\pi\eta C^2\int_a^b\frac{dr}{r^3}
=4\pi\eta C^2\left(\frac1{a^2}-\frac1{b^2}\right).$$

The two agree; the example gives $8.9\times10^{-10}$ W/m. This also explains the sign at the interface: expanding oxide must do positive work on the shell, so it must push.

## 5. The axial direction and the silicon core

The oxide carries axial tension $2\eta C/b^2$. If no net axial force acts on the pillar, the core must carry an opposite force. With $\sigma_c$ the core's axial stress,

$$\pi a^2\sigma_c+\pi(b^2-a^2)\frac{2\eta C}{b^2}=0,$$

$$\sigma_c=-\frac{2\eta C}{b^2}\,\frac{b^2-a^2}{a^2}
=2\eta C\left(\frac1{b^2}-\frac1{a^2}\right)=\sigma_{rr}(a).$$

A solid core under uniform lateral traction has radial and hoop stresses equal to $\sigma_{rr}(a)$. Its axial stress is the same, so the core is under hydrostatic compression, $28.1$ MPa in the example. No shear stress drives it to creep, which is consistent with the assumption of no axial flow. The argument applies away from the ends of the pillar. With a rough bulk modulus for silicon, the elastic shrinkage of the core radius is 0.019 nm, negligible beside 200 nm.

## 6. Generalization: a loaded outer surface

Gas pressure and surface tension press on the oxide with a load $P$, so $\sigma_{rr}(b)=-P$. The flow is unchanged, and the boundary condition becomes

$$-p-\frac{2\eta C}{b^2}=-P\quad\Rightarrow\quad p=P-\frac{2\eta C}{b^2}.$$

Every normal stress in (3) is shifted by $-P$. The pressure stays uniform, but it is tensile under the condition

$$\frac{2\eta(\beta-1)ua}{b^2}>P. \tag{5}$$

For a convex surface with surface tension $\gamma$, $P=p_{\rm gas}+\gamma/b$. A rough $\gamma=0.30$ N/m gives a capillary pressure of 1.00 MPa, and one atmosphere adds 0.10 MPa. The pressure becomes $-21.4$ MPa and the interface stress $-29.2$ MPa. The load thus weakens the tension and strengthens the compression. At these radii and this viscosity, (5) requires $u>0.00098$ nm/s, about a twentieth of the chosen speed.

In the wide-cylinder limit the left side of (5) falls as $1/a$, while the gas pressure stays. A sufficiently wide pillar therefore has compressive pressure. When growth stops, $C=0$ and $p=P$: the tension belongs to the flow, not to the finished shape.

## 7. Second geometry: a hole in silicon

Now let silicon surround a cylindrical hole whose wall is oxidized. The interface is at $a$ and the free surface at $b<a$. The wall recedes outward and the oxide is pushed inward, so $C=-(\beta-1)ua$. The derivation of (2) and (3) did not use the order of $a$ and $b$. For $P=0$,

$$p=+\frac{2\eta(\beta-1)ua}{b^2}>0,\qquad
\sigma_{rr}(a)=-2\eta(\beta-1)ua\left(\frac1{b^2}-\frac1{a^2}\right)<0.$$

The pressure has changed sign, but the normal stress at the interface has not: both $C$ and the difference $1/b^2-1/a^2$ have changed sign, and their product stays negative.

Exchange the two radii of the example, with $u$, $\eta$ and $\beta$ held fixed. For $a=300$ nm and $b=200$ nm, the pressure is $+75.9$ MPa and the interface stress $-42.2$ MPa. The magnitude of $C$ is larger by 1.5 and $1/b^2$ by 2.25, so the pressure is larger in magnitude by 3.375. The interface stress grows by the factor 1.5.

A numerical solution that assumes neither $v=C/r$ nor uniform pressure tests these cases. It treats the oxide as slightly compressible: in the Newtonian law, $-p$ is replaced by $10^5\eta$ times the rate of volume expansion. For the free pillar, the loaded pillar and the hole, all stress components agree with the formulas to within $2\times10^{-4}$ of the largest component.

## 8. Generalization: viscosity that depends on stress

Write half the stress difference as $\tau=(\sigma_{\theta\theta}-\sigma_{rr})/2$. Since $e_{zz}=0$, an isotropic liquid whose viscous stress is proportional to the strain rate at each point still has $\sigma_{zz}=-p$ and $\sigma_{rr}=-p-\tau$. Equation (1) gives

$$\frac{dp}{dr}=-\frac{d\tau}{dr}-\frac{2\tau}{r}.$$

With a local viscosity $\eta(r)$, $\tau=2\eta(r)C/r^2$ and

$$\frac{dp}{dr}=-\frac{2C}{r^2}\frac{d\eta}{dr}+\frac{4\eta C}{r^3}-\frac{4\eta C}{r^3}
=-\frac{2C}{r^2}\frac{d\eta}{dr}.$$

Uniform pressure therefore requires uniform viscosity. Two signs survive more generally for outward flow and $P=0$: $p(b)=-\tau(b)<0$, and $\sigma_{rr}(a)=-\int_a^b(2\tau/r)\,dr<0$.

In the Eyring model, stress helps the flow over its barriers:

$$\tau=s_0\,\operatorname{arsinh}\!\left(\frac{2\eta C}{r^2s_0}\right),\qquad s_0=\frac{2k_BT}{V},$$

where $\eta$ is now the low-stress viscosity and $V$ an activation volume. For $\tau\ll s_0$ the Newtonian law returns. With a rough $V=0.30$ nm³, the example has $p(a)=-21.7$ and $p(b)=-22.4$ MPa, against the uniform $-22.5$ MPa. The Newtonian result is good to about 3% for this $V$. The deviation at the interface grows to 7% for $V=0.45$ nm³ and to about 24% for $V=1.0$ nm³.

**Limit of strong flow.** At high stress the inverse hyperbolic sine varies slowly. Replace $\tau$ by a constant. Then $\sigma_{rr}=-2\tau\ln(b/r)$ and

$$p(r)=\tau\left[2\ln\frac br-1\right].$$

The surface pressure is tensile, but the pressure at the interface becomes compressive if $b/a>\sqrt e\simeq1.65$. In this limit tension throughout the shell is no longer assured. The limit is approached slowly. With $a$, $u$ and $V$ as in the example, the Eyring law puts the threshold at $b/a\simeq8.3$ for the viscosity of the example, at 2.1 for ten times and at 1.78 for a hundred times that viscosity.

## 9. The model beside a real oxidation

The example lies in the regime of slow oxidation of a silicon pillar near 1200 °C in oxygen with only a little moisture; steam would give much faster growth. Its growth speed and viscosity are rough values, the latter for silica containing hydroxyl. Viscosity is the weakest input, since it changes by orders of magnitude with temperature and water content. In cooler processes the stress can become high enough to break the assumption of constant viscosity. Raising the low-stress viscosity a hundredfold, with $u$, $V$ and the temperature in $s_0$ held fixed, gives a Newtonian pressure of $-2250$ MPa. The Eyring model gives $-155$ MPa at the interface and $-475$ MPa at the surface. The linear formula then overstates the tension by factors of about 15 and 5. These are purely viscous values. At this viscosity elastic memory matters: new oxide needs some 20 nm of growth to build up its viscous stress, and its pressure is still compressive over the first 5 nm or so. The value $-155$ MPa is therefore not reached at the interface itself, while the surface value is hardly affected.

Elastic memory is small in the original example. A rough shear modulus $G=30$ GPa gives a relaxation time $\eta/G=6.7$ s, far below the growth time. Multiplied by the shear rate at the interface, it is $1.7\times10^{-3}$. New oxide builds up its viscous stress under a fixed radial stress. Because it is also elastically compressible, this takes the somewhat longer time $(\eta/G)(1+4G/3K)$, about $2\eta/G$ for a rough bulk modulus $K=37$ GPa. About 0.6 nm of oxide forms in this time. Oxide born without shear stress starts at the compressive pressure $-\sigma_{rr}(a)\simeq+28$ MPa and approaches the uniform value over this decay length, coming within about 10% of it some 2 nm from the interface. The uniform pressure does not apply in this newest layer. The interface values given above refer to the oxide just outside this layer. The elastic volume strain of the oxide is about $6\times10^{-4}$.

A less secure assumption is that new oxide arrives without misfit along the surface. Suppose new oxide arrives with a misfit strain $\varepsilon$ in both directions of that plane. Being equal in both directions, it relaxes in the longer time given above, about $2\eta/G\simeq14$ s, during which about 0.6 nm of oxide forms. Since the core holds the layer in place, the oxide must flow by $-\varepsilon$ along each of these directions and by $+2\varepsilon$ along the radius. With the radial stress neglected, the in-plane stress is $2\eta$ times the difference of the two strain rates. Its time integral is $2\eta(-\varepsilon-2\varepsilon)=-6\eta\varepsilon$. Oxide forms at the speed $\beta u$, so the force per length in the layer is

$$-6\eta\beta u\,\varepsilon\simeq-54\,\varepsilon\ \text{N/m}.$$

This linear estimate holds only while the stress in the layer is well below $s_0\simeq136$ MPa. Before relaxing, that stress is $M\varepsilon$, where $M\simeq87$ GPa is the in-plane (biaxial) elastic modulus of the oxide, so $\varepsilon$ must be well below $s_0/M\simeq1.6\times10^{-3}$. An expansion equal in all directions would have $\varepsilon=\beta^{1/3}-1\simeq0.31$. The linear formula would then give 17 N/m, three times the hoop force of 5.6 N/m, but it does not apply.

In the Eyring model the layer flows much faster at such stresses. Let $s$ be the magnitude of the two equal in-plane stresses. The effective shear stress is $s/\sqrt3$, and the layer relaxes as

$$\frac{ds}{dt}=-\frac{M s_0}{2\sqrt3\,\eta}\,\sinh\frac{s}{\sqrt3\,s_0}.$$

If the much slower stretching by the growth flow is left out, the force per length is, however large the misfit, at most

$$\beta u\int s\,dt=\beta u\,\frac{6\sqrt3\,\eta s_0}{M}\int_0^\infty\frac{x\,dx}{\sinh x}
=\frac{3\sqrt3\,\pi^2}{2}\,\beta u\,\frac{\eta s_0}{M}\simeq0.36\ \text{N/m}.$$

This bound is for a misfit that appears all at once. If it is released evenly over a thickness $d$, viscous flow gives the force $\sqrt3\,s_0d\,\operatorname{arsinh}[6\eta\beta u\varepsilon/(\sqrt3\,s_0d)]$, which is about 1.2 N/m for $d=1$ nm and $\varepsilon=0.31$. The stress left at the end of the release, together with the hoop tension that the layer fails to build up in the meantime, raises this to about 1.6 N/m, which would lower the compression of the silicon by somewhat more than a quarter. The force grows with $d$, however. For $d=10$ nm the formula gives 6.3 N/m, more than the hoop force, and the normal stress on the silicon would change sign. The compression found here therefore requires that the misfit be small or be released within a few nanometres. A layer of 1 nm is only a few atoms thick and $V$ is a rough value, so these forces are orders of magnitude. The model neglects them.

The growth speed was prescribed, although stress may alter it. The work of pushing out the excess volume per silicon atom, $-\sigma_{rr}(a)(\beta-1)\Omega$ with $\Omega$ the atomic volume, is $0.035\,k_BT$. If all of it were added to the reaction barrier, the rate constant of the interface reaction would fall by about 3%. Under 100 nm of oxide at this temperature, growth is limited mainly by diffusion of the oxidant, so the growth speed would fall by less, under 1% for typical rate constants. Differences in rate between crystal faces, which can spoil the circular shape, are not sized here.

These stresses belong to the growth temperature. On cooling, silicon contracts more than its oxide. A flat-film estimate, with a rough expansion mismatch of $3\times10^{-6}$ K⁻¹, a rough in-plane (biaxial) modulus of 87 GPa and no relaxation down to 300 K, gives an in-plane stress of about $-300$ MPa. The core yields to so thick a shell, which makes the actual stress smaller than this estimate. The in-plane stress still exceeds in magnitude any growth stress in the example and has the opposite sign to the hoop tension. The tensile pressure found here therefore cannot be carried over to the cooled pillar.

## Numbers as computed

```
temperature: 1473 K
silicon radius a: 200 nm
outer radius b: 300 nm
silicon consumption speed u: 0.020 nm/s
oxide viscosity: 2.0e+11 Pa s
silicon density: 2.33 g/cm3
oxide density: 2.20 g/cm3
volume ratio beta: 2.266 (no unit)
oxide speed at interface: 0.0253 nm/s
flow constant C: 5.063 nm2/s
oxide speed at outer surface: 0.0169 nm/s
starting radius of bare silicon: 249.1 nm
growth time at constant u: 2457 s
uniform pressure, free surface: -22.50 MPa
r = 200 nm: radial -28.13, hoop 73.13, axial 22.50 MPa
r = 250 nm: radial -9.90, hoop 54.90, axial 22.50 MPa
r = 300 nm: radial 0.00, hoop 45.00, axial 22.50 MPa
viscous radial part at interface: -50.63 MPa
hoop force per length: 5.625 N/m
interface power per length: 8.947e-10 W/m
axial stress in silicon core: -28.13 MPa
large pillar radius: 2000 nm
large pillar pressure: -4.592 MPa
large pillar interface stress: -0.471 MPa
hole: silicon radius: 300 nm
hole: free-surface radius: 200 nm
hole: uniform pressure: 75.94 MPa
hole: interface radial stress: -42.19 MPa
surface tension: 0.30 N/m
gas pressure: 0.101 MPa
capillary pressure: 1.000 MPa
pressure with outer load: -21.40 MPa
interface stress with outer load: -29.23 MPa
least u for tensile pressure: 0.00098 nm/s
oxide shear modulus: 30 GPa
Maxwell time: 6.67 s
Maxwell time x shear rate at a: 1.69e-03 (no unit)
oxide grown in one Maxwell time: 0.302 nm
oxide elastic volume strain: 6.08e-04 (no unit)
elastic shrinkage of core radius: 0.0191 nm
flow activation volume: 0.30 nm3
viscosity x 1: Newton p -22.50, Eyring p(a) -21.74, p(b) -22.40 MPa
viscosity x 100: Newton p -2250.13, Eyring p(a) -155.12, p(b) -474.97 MPa
expansion work per Si atom / kT: 0.0351 (no unit)
thermal expansion mismatch: 3.0e-06 1/K
flat-film thermal stress at 300 K: -305 MPa
```
